# Thermal factors in electronic stopping: cancelled in the mean, kept in straggling

## What goes wrong without the result

Take a 0.1 keV proton in an electron gas of aluminium's valence density, with electrons at 10000 K. Thermal electrons can absorb energy from the ion and can also return it. If only the absorbing events are counted, each with its thermal occupation factor, the model computed below gives a loss of 6.57 eV/nm. The net loss is 5.02 eV/nm, so the count is 31% too high. If the return events are left out and the thermal factor of the absorbing events is dropped as well, the mean is right, but the straggling comes out as 8.44 instead of 11.55 eV²/nm, 27% too low. The theorem states where the factor belongs.

## Setting and assumptions

Atomic units are used, $\hbar=m_e=e=1$ with Coulomb energy $1/r$, and $T$ stands for $k_BT$. An ion of charge $Z_1$, mass $M$ and velocity $\mathbf v$ crosses a homogeneous electron system of volume $\mathcal V$.

1. The electrons start in thermal equilibrium: state $|m\rangle$, of energy $E_m$, has probability $P_m$, with $P_n/P_m=e^{-(E_n-E_m)/T}$ at equal particle number.
2. The ion–electron coupling is kept to lowest order, so energy-loss rates are of order $Z_1^2$. This is linear response.
3. The velocity is constant over the path considered, and $M\to\infty$ at fixed $v$. Finite $M$ is treated later.

Let $\rho_{\mathbf q}=\sum_i e^{-i\mathbf q\cdot\mathbf r_i}$, so that $\rho_{\mathbf q}^\dagger=\rho_{-\mathbf q}$, and let $\omega_{nm}=E_n-E_m$. The dynamic structure factor is

$$S(\mathbf q,\omega)=\frac1{\mathcal V}\sum_{mn}P_m|\langle n|\rho_{\mathbf q}^\dagger|m\rangle|^2\,\delta(\omega-\omega_{nm}).$$

The loss function is $L(\mathbf q,\omega)=\mathrm{Im}[-1/\varepsilon(\mathbf q,\omega)]$, with $\varepsilon$ the dielectric function at temperature $T$. The Bose function is $n(\omega)=1/(e^{\omega/T}-1)$.

**Theorem.** Under these assumptions, in an isotropic medium, the mean energy loss per length and the growth per length of the variance $\Omega^2$ of the energy lost are

$$\frac{dE}{dx}=\frac{2Z_1^2}{\pi v^2}\int_0^\infty\frac{dq}{q}\int_0^{qv}d\omega\,\omega L(q,\omega),$$

$$\frac{d\Omega^2}{dx}=\frac{2Z_1^2}{\pi v^2}\int_0^\infty\frac{dq}{q}\int_0^{qv}d\omega\,\omega^2L(q,\omega)\coth\frac{\omega}{2T}.$$

In Gaussian units the prefactors acquire $e^2$ and $e^2\hbar$ respectively, and the argument becomes $\hbar\omega/2k_BT$.

## Lemma 1: the exchange rate

The interaction with an ion at $\mathbf R$ is

$$V=-\frac{Z_1}{\mathcal V}\sum_{\mathbf q}\frac{4\pi}{q^2}\,\rho_{\mathbf q}^\dagger e^{-i\mathbf q\cdot\mathbf R}.$$

The factor $e^{-i\mathbf q\cdot\mathbf R}$ lowers the ion momentum by $\mathbf q$. The ion therefore loses

$$\omega_{\mathbf q}=\frac{Mv^2}2-\frac{(M\mathbf v-\mathbf q)^2}{2M}=\mathbf q\cdot\mathbf v-\frac{q^2}{2M}.$$

A negative $\omega_{\mathbf q}$ means that the ion gains energy. The golden rule gives, for one $\mathbf q$, the rate

$$2\pi\Big(\frac{4\pi Z_1}{q^2\mathcal V}\Big)^2\sum_{mn}P_m|\langle n|\rho_{\mathbf q}^\dagger|m\rangle|^2\delta(\omega_{\mathbf q}-\omega_{nm})=\frac{R(\mathbf q)}{\mathcal V},$$

$$R(\mathbf q)=2\pi\Big(\frac{4\pi Z_1}{q^2}\Big)^2S(\mathbf q,\omega_{\mathbf q}).$$

Since $\sum_{\mathbf q}\to\mathcal V\int d^3q/(2\pi)^3$, the volume drops out of the total rate $\int d^3q\,R/(2\pi)^3$. ∎

## Lemma 2: detailed balance

$$S(-\mathbf q,-\omega)=e^{-\omega/T}S(\mathbf q,\omega).$$

*Proof.* Because $\rho_{-\mathbf q}^\dagger=\rho_{\mathbf q}$, the left side is $\mathcal V^{-1}\sum P_m|\langle n|\rho_{\mathbf q}|m\rangle|^2\delta(-\omega-\omega_{nm})$. Exchange the labels $m$ and $n$. Then $|\langle m|\rho_{\mathbf q}|n\rangle|^2=|\langle n|\rho_{\mathbf q}^\dagger|m\rangle|^2$, and $\delta(-\omega-\omega_{mn})=\delta(\omega-\omega_{nm})$. The weight has become $P_n=P_me^{-\omega_{nm}/T}$, where the delta function sets $\omega_{nm}=\omega$. Density operators conserve particle number, so this ratio of weights applies. ∎

Neither inversion nor time-reversal symmetry was used.

## Lemma 3: structure factor and loss function

$$S(\mathbf q,\omega)=\frac{q^2}{4\pi^2}L(\mathbf q,\omega)[1+n(\omega)],\qquad L(-\mathbf q,-\omega)=-L(\mathbf q,\omega).$$

*Proof.* The retarded density response is $\chi(\mathbf q,t)=-i\theta(t)\langle[\rho_{\mathbf q}(t),\rho_{\mathbf q}^\dagger(0)]\rangle/\mathcal V$. Inserting a complete set of states and using $\int_0^\infty dt\,e^{i(\omega-a)t}(-i)=1/(\omega-a+i0)$ gives

$$\chi=\frac1{\mathcal V}\sum_{mn}P_m\left[\frac{|\langle n|\rho_{\mathbf q}^\dagger|m\rangle|^2}{\omega-\omega_{nm}+i0}-\frac{|\langle n|\rho_{\mathbf q}|m\rangle|^2}{\omega+\omega_{nm}+i0}\right].$$

With $\mathrm{Im}\,1/(x+i0)=-\pi\delta(x)$ this becomes

$$-\mathrm{Im}\,\chi=\pi[S(\mathbf q,\omega)-S(-\mathbf q,-\omega)]=\pi(1-e^{-\omega/T})S(\mathbf q,\omega).$$

The total potential is the external one plus the Coulomb potential of the induced density, so $1/\varepsilon=1+4\pi\chi/q^2$ and $L=-(4\pi/q^2)\mathrm{Im}\,\chi$. Hence $L=(4\pi^2/q^2)(1-e^{-\omega/T})S$. Since $1/(1-e^{-\omega/T})=1+n(\omega)$, the first claim follows. The difference of structure factors changes sign under $(\mathbf q,\omega)\to(-\mathbf q,-\omega)$, which is the second. ∎

Since $S\ge0$, also $L\ge0$ for $\omega>0$.

## Proof of the theorem

Inserting Lemma 3 into Lemma 1 gives

$$R=2\pi\,\frac{16\pi^2Z_1^2}{q^4}\,\frac{q^2}{4\pi^2}L(1+n)=\frac{8\pi Z_1^2}{q^2}L(1+n).$$

For $M\to\infty$, $\omega_{\mathbf q}=\mathbf q\cdot\mathbf v\equiv\omega$, and $-\mathbf q$ carries exactly $-\omega$. An integral over all $\mathbf q$ is half the integral of the sum of its values at $\mathbf q$ and $-\mathbf q$. The second value needs

$$1+n(-\omega)=\frac1{1-e^{\omega/T}}=-n(\omega).$$

For the mean, each event is weighted by its energy:

$$\omega L(1+n)+(-\omega)(-L)(-n)=\omega L[(1+n)-n]=\omega L.$$

For the second moment the weight is the squared energy, which does not change sign:

$$\omega^2L(1+n)+\omega^2(-L)(-n)=\omega^2L(1+2n)=\omega^2L\coth\frac{\omega}{2T}.$$

The last equality is $1+2n=(e^{\omega/T}+1)/(e^{\omega/T}-1)$. Energy returned to the ion thus subtracts from the mean and adds to the spread.

The second-moment rate is also the variance rate. During a time $t$ the variance is the second moment minus the squared mean, and the squared mean is of order $Z_1^4$. On paths with many exchanges that term grows as $t^2$, and one further assumption is needed: successive exchanges are independent. The energy lost, $\mathcal E$, is then a compound Poisson variable,

$$\ln\langle e^{\lambda\mathcal E}\rangle=t\int\frac{d^3q}{(2\pi)^3}R(\mathbf q)\,(e^{\lambda\omega}-1).$$

Its second derivative at $\lambda=0$, which is the variance, is $t\int d^3q\,R\omega^2/(2\pi)^3$.

The mean power is therefore

$$\frac{dE}{dt}=\frac12\int\frac{d^3q}{(2\pi)^3}\frac{8\pi Z_1^2}{q^2}\,\omega L=\frac{Z_1^2}{2\pi^2}\int\frac{d^3q}{q^2}\,\omega L.$$

In an isotropic medium $d^3q=2\pi q^2\,dq\,d\cos\theta$ and $d\cos\theta=d\omega/(qv)$, so

$$\frac{dE}{dt}=\frac{Z_1^2}{\pi v}\int\frac{dq}{q}\int_{-qv}^{qv}d\omega\,\omega L.$$

Here $L$ is odd in $\omega$, so $\omega L$ is even and the inner integral is twice that from 0 to $qv$. Division by $v$ gives $dE/dx$. Replacing $\omega L$ by the equally even $\omega^2L\coth(\omega/2T)$ gives $d\Omega^2/dx$. ∎

## Remark 1: which occupation factors cancel

For free electrons of energies $\epsilon$ and $\epsilon'=\epsilon+\omega$, with Fermi occupations $f$ and $f'$, absorption carries $f(1-f')$ and return carries $f'(1-f)$. Their difference is $f-f'$: the Pauli-blocking product $ff'$ cancels. Since $f'(1-f)=e^{-\omega/T}f(1-f')$, their sum is

$$\frac{1+e^{-\omega/T}}{1-e^{-\omega/T}}(f-f')=(f-f')\coth\frac{\omega}{2T}.$$

The difference $f-f'$ still depends on temperature. It sits inside $L$, so the theorem does not say that stopping is independent of temperature.

## Remark 2: limits and bounds

When $qv\ll T$ for all contributing $q$, $\coth(\omega/2T)\to2T/\omega$ and

$$\frac{d\Omega^2}{dx}=2T\frac{dE}{dx},$$

a fluctuation–dissipation relation. For cold electrons $\coth\to1$. Between these limits, $\coth y\ge1$ and $\coth y\ge1/y$ for $y>0$. With $L\ge0$, the straggling is then at least its value with $\coth=1$, and at least $2T\,dE/dx$.

## Proposition: a harmonic medium

If $L$ itself does not depend on $T$, neither does the mean. Consider one oscillator of frequency $\Omega_0$ under a linear force pulse. Apart from free rotation, the pulse shifts $a\to a+\alpha$. The change of its energy is

$$W=\Omega_0(a^\dagger+\alpha^*)(a+\alpha)-\Omega_0a^\dagger a=\Omega_0(\alpha a^\dagger+\alpha^*a+|\alpha|^2).$$

In a thermal state $\langle a\rangle=\langle a^2\rangle=0$, so

$$\langle W\rangle=\Omega_0|\alpha|^2,\qquad \mathrm{Var}\,W=\Omega_0^2|\alpha|^2\langle aa^\dagger+a^\dagger a\rangle=\Omega_0^2|\alpha|^2\coth\frac{\Omega_0}{2T}.$$

No expansion in $\alpha$ was made. For $\alpha=0.4$, raising $T$ from $0.2\,\Omega_0$ to $3\,\Omega_0$ leaves the mean at $0.160\,\Omega_0$, while the variance rises from $0.162\,\Omega_0^2$ to $0.969\,\Omega_0^2$.

## Proposition: finite mass restores the coth in the mean

To first order in $1/M$, the loss per length changes by

$$\delta\frac{dE}{dx}=-\frac{Z_1^2}{\pi Mv}\int_0^\infty dq\,q^2L(q,qv)\coth\frac{qv}{2T}.$$

*Proof.* Let $F(\mathbf q,\omega)=\omega L(1+n)$. The recoil shift $-q^2/2M$ changes $F$ by $-(q^2/2M)\,\partial_\omega F$. In the average over $\mathbf q$ and $-\mathbf q$, the derivative at $-\omega$ brings a minus sign:

$$\tfrac12\,\partial_\omega[F(\mathbf q,\omega)-F(-\mathbf q,-\omega)]=\tfrac12\,\partial_\omega G.$$

Since $F(-\mathbf q,-\omega)=-\omega Ln$, one has $G=\omega L(1+2n)=\omega L\coth(\omega/2T)$. Therefore

$$\delta\frac{dE}{dt}=-\int\frac{d^3q}{(2\pi)^3}\frac{8\pi Z_1^2}{q^2}\frac{q^2}{2M}\frac{\partial_\omega G}{2}=-\frac{2\pi Z_1^2}{M}\int\frac{d^3q}{(2\pi)^3}\,\partial_\omega G.$$

With $d^3q/(2\pi)^3=q\,dq\,d\omega/(4\pi^2v)$, the $\omega$ integral gives $G(qv)-G(-qv)=2G(qv)$, because $G$ is odd. Substituting $G(qv)=qvL\coth(qv/2T)$ and dividing by $v$ gives the claim. ∎

For a slow ion write $L\approx\omega\ell(q)$ and take $qv\ll T$. Then $dE/dx=(2Z_1^2v/3\pi)\int q^2\ell\,dq$, and the correction is $-(2TZ_1^2/\pi Mv)\int q^2\ell\,dq$. Their ratio has magnitude $3T/(Mv^2)$. The loss vanishes at $Mv^2/2=3T/2$, the mean thermal energy. In this limit the cancellation thus requires $Mv^2\gg T$. For cold electrons the coth tends to 1 and a recoil correction remains. For a slow ion its size relative to $dE/dx$ is then of order $q/(Mv)$, with $q$ a typical momentum transfer, so $Mv\gg q$ is needed as well.

## Worked example: protons in aluminium's valence gas

Aluminium enters through its nearly free valence electrons. The model sets the lattice constant to 0.405 nm. With four atoms per cubic cell and three electrons per atom, the density is $12/0.405^3=180.6$ nm⁻³. The Fermi wave number is $k_F=0.925$ per bohr and the Fermi energy 11.65 eV. The density is held fixed as $T$ changes.

The loss function is taken in the random-phase approximation (RPA), where electrons respond as free particles to the total field: $\varepsilon=1-4\pi\chi_0/q^2$, with

$$\chi_0=2\int\frac{d^3k}{(2\pi)^3}\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\omega+\epsilon_{\mathbf k}-\epsilon_{\mathbf k+\mathbf q}+i0}.$$

All integrals were done by numerical quadrature for $Z_1=1$ and $M\to\infty$. Stopping is in eV/nm and straggling in eV²/nm. The last column is the straggling divided by its value with $\coth=1$ and the same $L$.

| Energy, $T$ | $dE/dx$ | $d\Omega^2/dx$ | coth factor |
|---|---|---|---|
| 0.1 keV, 300 K | 5.02 | 8.41 | 1.000 |
| 0.1 keV, 10000 K | 5.02 | 11.55 | 1.368 |
| 1 keV, 300 K | 16.07 | 85.97 | 1.000 |
| 1 keV, 10000 K | 16.05 | 87.59 | 1.018 |
| 10 keV, 300 K | 53.02 | 936.3 | 1.000 |
| 10 keV, 10000 K | 52.87 | 934.8 | 1.000 |

For the slowest hot case, gross loss minus gross gain is $6.57-1.55=5.02$ eV/nm. Dividing the straggling by its coth factor gives $11.55/1.368=8.44$ eV²/nm, close to the 300 K value. Nearly all of the rise with temperature therefore comes from the coth. At 10 keV the straggling falls slightly on heating: the coth factor is 1.0003, and the small change of $L$ outweighs it.

The size of the coth factor is set by the typical energy transfer compared with $T$. The largest transfer to a cold gas gives an upper scale for it. In the ion's frame a head-on electron of speed $k_F$ arrives at $v+k_F$ and is reversed. In the laboratory it then gains $[(2v+k_F)^2-k_F^2]/2=2v(v+k_F)$. This is 3.4 eV at 0.1 keV ($v=0.0633$) and 54 eV at 10 keV, against $T=0.862$ eV at 10000 K. The typical transfer is smaller. At 0.1 keV the straggling with $\coth=1$ divided by the stopping is $8.44/5.02=1.68$ eV, where $\coth(\omega/2T)=1.33$, near the factor 1.368. At 3.4 eV the coth is only 1.04. The slowest case is still outside the limit $qv\ll T$: $2T\,dE/dx=2(0.862)(5.02)=8.7$ eV²/nm, a lower bound on the computed 11.55.

Recoil lowers $dE/dx$ at 10000 K by 2.0%, 0.54% and 0.18% at 0.1, 1 and 10 keV. The slow-ion estimate at 0.1 keV is $3(0.862)/200=1.3\%$, too small because $qv\ll T$ is not met.

## The model beside real implantation

For a proton implanted with several keV or more, 0.1 keV describes the end of its track. The value 10000 K is an electron temperature of roughly the size reached briefly under strong ultrafast laser heating, far above that of ordinary implantation. At 300 K the coth is negligible for all three energies.

Linear response is a poor approximation for slow protons in this gas. Take scattering at $k_F$ from the static potential $-e^{-\kappa r}/r$ with $\kappa^2=4k_F/\pi$. Its momentum-transfer cross-section, from numerically computed phase shifts, is 1.74 times the first Born value for the same potential. That Born value gives a slow-ion friction below the RPA one, so relative to the RPA friction of the table the factor is 1.48. The potential is not self-consistent: its Friedel sum is 1.27 instead of 1, and raising $\kappa$ from 1.085 to 1.24 per bohr to satisfy the sum rule lowers the factor over the RPA to 1.28. These numbers indicate the rough size of the error of slow-ion friction and do not correct it.

Collisions with nuclei are also absent. Classical scattering in the Ziegler–Biersack–Littmark universal potential, from free aluminium atoms at rest, gives a nuclear stopping of 2.6, 2.7 and 1.1 eV/nm at 0.1, 1 and 10 keV. The nuclear straggling is 14, 112 and 284 eV²/nm. At the two lower energies it exceeds the RPA electronic straggling of the table. That ranking is not secure: the phase-shift amplitude of the unadjusted screened potential above raises the slow-ion electronic straggling to about 13 (300 K) and 18 (10000 K) eV²/nm at 0.1 keV and to about 130 eV²/nm at 1 keV. The two contributions are comparable, so the coth factor would be diluted in the total spread.

Core electrons are omitted. The largest transfer to a valence electron at 10 keV, 54 eV, lies below the rough L-shell binding of 70 eV, but this does not exclude core excitation. Core electrons move faster than $k_F$, and the largest transfer grows with the electron's speed. Large transfers weigh more in the straggling than in the mean, so the straggling at 10 keV may lack a noticeable core part. At much higher energies the core must be included in both. The table therefore illustrates thermal factors in the RPA and does not predict measured stopping.
